L1/K and L2/L1 electron-capture ratios from Dirac amplitudes at the nucleus

**Problem**

A nucleus of charge Ze captures an electron from its own atom in an allowed transition. Find the ratios L1/K and L2/L1 from the radial Dirac functions P and Q at the nucleus, for Z = 20 and Z = 80. Compare L1/K with the nonrelativistic hydrogenic value 1/8, and decide what causes the difference in each atom.

The subshells are K = 1s, L1 = 2s (both κ = −1) and L2 = 2p1/2 (κ = +1). The energy E excludes the rest energy mc², and the electron state is

ψ = (1/r) (P Ω_κm , iQ Ω_−κm), ∫(P² + Q²) dr = 1,

where Ω_κm is a two-component spherical spinor. Define g = P/r and f = Q/r. The radial equations are

P' = −κP/r + (E + 2mc² − V)Q/(ħc),
Q' = κQ/r − (E − V)P/(ħc).

**What the capture rate measures**

The nucleus is small compared with the neutrino wavelength, and the variation of the electron wave inside it is neglected. For a single amplitude at Z = 80 this variation is not small. Averaging g (for K and L1) or f (for L2) over the nuclear volume lowers its square by about 12%, and |f/g| of the 1s state reaches about 0.24 at the surface. The 12% is nearly common to the three subshells and moves their ratios by less than 0.1%; terms carried by the other component are dropped. The lepton factor is then taken at r = 0.

For a finite nucleus V(0) is finite. If κ = −1, the regular solution has P = g(0)r and Q of order r². If κ = +1, it has Q = f(0)r and P of order r². Since Ω_−1,m = χ_m/√(4π), where χ_m is a constant spinor, the central states are

s1/2: (g(0)χ_m, 0)/√(4π), p1/2: (0, i f(0)χ_m)/√(4π).

The weak current contains (1 − γ5)ψ, which depends on the upper minus the lower component. This difference is g(0)χ_m/√(4π) for s1/2 and −i f(0)χ_m/√(4π) for p1/2. The neutrino spinor and the nuclear operator, Fermi or Gamow-Teller, then act on the same χ_m. After summing over both electrons of the subshell, the rates differ through the squared amplitude and the neutrino phase space, proportional to the squared neutrino energy q_x²:

rate_x ∝ q_x² β_x², β² = g(0)² for K and L1, β² = f(0)² for L2.

The 2p3/2 state has κ = −2 and P of order r², so g(0) = f(0) = 0 and L3 drops out in this approximation. Until the last section, "ratio" means the ratio of the β².

**First estimate by scaling**

A nonrelativistic hydrogenic s state has central density proportional to Z³/n³. Hence

L1/K ≈ (1/2)³ = 1/8,

independent of Z.

For L2 the large component vanishes at the centre, and the small one is of order (ħ/2mc) times a gradient. The gradient scale is Z/a₀, with a₀ the Bohr radius. Since ħ/(mca₀) = e²/(ħc), f/g is of order

ζ = Ze²/(ħc), so L2/L1 ~ ζ².

With ζ = 0.146 and 0.584, this gives about 0.02 at Z = 20 and 0.3 at Z = 80. The numerical factor is still unknown, and screening has been ignored.

**Exact solution for a bare point nucleus**

Let x = mcr/ħ and ε = 1 + E/(mc²). Primes now denote d/dx, and V = −mc²ζ/x:

P' = −κP/x + (ε + 1 + ζ/x)Q,
Q' = κQ/x + (1 − ε − ζ/x)P.

Near x = 0 put P = p₀x^γ and Q = q₀x^γ. The leading terms give

(γ + κ)p₀ = ζq₀, (γ − κ)q₀ = −ζp₀,

hence γ = √(1 − ζ²) for κ = ±1. Because γ < 1, g and f diverge, but ratios of amplitudes have finite limits.

*The 1s state.* Try P = p₀x^γe^(−λx), Q = q₀x^γe^(−λx). The terms in x^γ require

−λp₀ = (ε + 1)q₀, −λq₀ = (1 − ε)p₀.

Together with q₀/p₀ = −(1 − γ)/ζ they give ε = γ and λ = ζ. Since 1 + q₀²/p₀² = 2/(1 + γ), normalization in x gives

p₀²(1s) = [(1 + γ)/2] (2ζ)^(2γ+1)/Γ(2γ+1).

Using x instead of r changes all squared amplitudes by a common factor, which cancels in the ratios.

*Energy of the n = 2 states.* Put

P = x^γe^(−λx)(p₀ + p₁x), Q = x^γe^(−λx)(q₀ + q₁x).

The highest powers give λ² = 1 − ε² and q₁ = −tp₁, with t = λ/(1 + ε). The terms in x^γ give

(γ + 1 + κ + ζt)p₁ = (1 + ε)(tp₀ + q₀),
[ζ − t(γ + 1 − κ)]p₁ = λ(tp₀ + q₀).

The second right side is t times the first. Therefore

ζ(1 − t²) = 2t(γ + 1), or ζε = λ(γ + 1),

because 1 − t² = 2ε/(1 + ε). Squaring and using ζ² = (1 − γ)(1 + γ) gives ε² = (1 + γ)/2. Now define

N = √(2 + 2γ), u = √(4 − N²).

Then ε = N/2, λ = u/2, ζ = Nu/2, t = u/(2 + N), 2γ + 1 = N² − 1. The energy is the same for 2s and 2p1/2.

*The 2s amplitude.* For κ = −1, q₀ = −(u/N)p₀. The bracket multiplying p₁ in the first x^γ equation is N − 1, and its right side is −(u/N)p₀. With y = ux and b = 1/[N(N − 1)],

P = p₀x^γe^(−y/2)(1 − by),
Q = p₀x^γe^(−y/2)(−u/N + tby).

In P² + Q², apart from the common factor p₀²x^(2γ)e^(−y), the constant term is 4/N², the coefficient of y is −4b/N, and that of y² is 4b²/(N + 2). The averages of y and y² with weight y^(2γ)e^(−y) are N² − 1 and N²(N² − 1). The normalization bracket is therefore

4/N² − 4(N + 1)/N² + 4(N + 1)/[(N + 2)(N − 1)]
= 8/[N(N + 2)(N − 1)].

Thus

p₀²(2s) = [N(N + 2)(N − 1)/8] u^(N²−1)/Γ(N²−1).

*The 2p1/2 amplitude.* For κ = +1, p₀ = (u/N)q₀, and the same equations give p₁ = (N + 2)q₀/[N(N + 1)]. With d = 1/[N(N + 1)],

Q = q₀x^γe^(−y/2)(1 − dy),
P = q₀x^γe^(−y/2)[u/N + (N + 2)dy/u].

The three coefficients in P² + Q² are now 4/N², 4d/N and 4d²/(2 − N). Their sum with the same averages is

4/N² + 4(N − 1)/N² + 4(N − 1)/[(2 − N)(N + 1)]
= 8/[N(2 − N)(N + 1)],

so

q₀²(2p1/2) = [N(2 − N)(N + 1)/8] u^(N²−1)/Γ(N²−1).

*The ratios.* In the new symbols the 1s result is p₀² = (N²/4)(Nu)^(N²−1)/Γ(N²−1). Division gives

L1/K = (N + 2)(N − 1)/(2N^(N²)),
L2/L1 = (2 − N)(N + 1)/[(2 + N)(N − 1)].

The ratio of P² + Q² near the nucleus is the same, since in all three states it equals 4/N² times the squared major coefficient.

For Z = 80, N = 1.9036 and N² = 3.6238:

L1/K = 3.9036 × 0.9036/(2 × 10.308) = 0.171,
L2/L1 = 0.09637 × 2.9036/(3.9036 × 0.9036) = 0.0793.

For Z = 20 the same formulas give 0.1274 and 0.00404.

**Comparison of estimate and exact bare result**

For small ζ, N = 2 − ζ²/4 + …, and expansion gives

L1/K = (1/8)[1 + (ln 2 + 3/16)ζ² + …],
L2/L1 = (3/16)ζ² + ….

The first limit recovers 1/8. The second supplies the factor missing from the scaling estimate. It can be checked with the nonrelativistic 2p function: near the centre P = ar², so Q = (ħ/2mc)(P' + P/r) gives f(0) = 3aħ/(2mc). Hydrogenic normalization gives a/g_2s(0) = Z/(2√3 a₀). Hence f/g = (√3/4)ζ, whose square is 3ζ²/16.

At Z = 80 the leading term for L2/L1 is 0.064, against 0.079 from the full formula, so the expansion is no longer accurate there.

A point nucleus is also an idealization. With uniformly charged spheres of radius 4.5 fm for Z = 20 and 7.0 fm for Z = 80, the bare ratios become 0.1274 and 0.00405, and 0.1707 and 0.0808. The largest change is about 2%, in L2/L1 at Z = 80. When the radius is made ten times smaller, that ratio moves from 0.0808 to 0.0795, towards the point value 0.0793.

**Comparison for neutral atoms**

The other electrons are included for neutral Ca and Hg through

V = V_nuc + V_Hartree − e²(3n/π)^(1/3),

where n is the electron number density. This is four-component, exchange-only local density theory with the finite nuclei above. It omits correlation, the Breit interaction, radiative effects and relativistic corrections to exchange. The central amplitudes, in a₀^(−3/2), give

Ca: L1/K = (54.41/187.20)² = 0.0845,
Ca: L2/L1 = (2.969/54.41)² = 0.0030,
Hg: L1/K = (1345.9/3460.8)² = 0.151,
Hg: L2/L1 = (368.4/1345.9)² = 0.0749.

Relative to 1/8, L1/K is 32% lower in Ca and 21% higher in Hg. A nonrelativistic calculation, made by raising c thirtyfold, separates the two causes:

Ca: 0.0830/0.125 = 0.664, 0.0845/0.0830 = 1.018,
Hg: 0.1108/0.125 = 0.886, 0.1512/0.1108 = 1.365.

A thirtyfold c leaves about 0.03% of relativity in the Hg ratio, so the strict nonrelativistic limit turns 1.365 into 1.366. The first factor is the effect of the other electrons, apart from a finite-nucleus effect below 0.01%. The second is the effect of relativity, including the change of the self-consistent potential. Screening dominates in Ca; relativity outweighs it in Hg. Thus the bare Dirac formula, although exact for its own problem, predicts the wrong sign of the departure from 1/8 for neutral Ca.

Multiplying the local exchange potential by 3/2 raises L1/K by 2.0% in Ca and 0.4% in Hg, and L2/L1 by about 3% and 0.7%. These changes show sensitivity to one approximation; they are not error bounds. In Ca they already move the second figure (0.0845 to 0.0862 for L1/K), so the screened ratios for Ca are uncertain at least in the second figure. In Hg, L1/K is uncertain at least in the third figure. The omitted relativistic correction to local exchange lowers L2/L1 in Hg by about 1% (0.0749 to 0.0742), so that ratio is uncertain in the second figure. The further digits above belong to the model and are kept only so that the arithmetic can be followed.

The nonrelativistic Ca ratio was tested against a separate Gaussian-basis calculation, and both give 0.0830. The amplitudes come from outward integration of the radial equations. For the bare finite nuclei they were tested against a spline calculation with repeated knots. The numerical output also shows that smoother splines lose accuracy at the centre of a very small nucleus; their amplitudes are not used here.

**From amplitude ratios to capture ratios**

If Q_EC is the energy available before the electron hole is paid for, and B_x is the hole energy,

rate_x/rate_y = (β_x/β_y)² [(Q_EC − B_x)/(Q_EC − B_y)]².

Take Q_EC = 1000 keV and estimate B roughly by the orbital binding energies of the parent atom, although the hole is actually left in the daughter atom of charge Z − 1. In Hg these are 82.9 keV for K and 14.7 keV for L1, so the factor for L1/K is

(985.3/917.1)² ≈ 1.15,

and L1/K rises from about 0.15 to about 0.17. In Ca the factor raises the ratio by only about 0.7%, less than its 2% sensitivity to exchange. The L2/L1 ratios change by about 0.1% or less.

This factor cannot be ignored at low energy. As Q_EC falls towards B_K, K capture closes and L1/K grows without limit in this formula, whatever the central amplitudes are. A quantitative capture ratio also needs the overlap and exchange corrections caused by rearrangement of the remaining electrons, which are omitted here. In light atoms they are not small: an estimate from the overlaps of parent and daughter orbitals raises L1/K in Ca by roughly 15%, to about 0.10. This is far more than the neutrino factor, though the ratio stays below 1/8. In forbidden transitions the central values alone need not suffice, because terms that vanish at r = 0, including those from L3, can contribute.

Computed values

```
Nonrelativistic unscreened L1/K = 0.125000
Chosen capture energy Q_EC = 1000.0 keV
Ca: spline relative energy deviation = 1.3e-07
Ca: squared-amplitude deviation, smooth splines = 4.3e-04, repeated knots = 2.2e-06
Ca: tenfold smaller nucleus L2/L1, integrated = 0.004041, smooth splines = 0.004187, repeated knots = 0.004041
Ca: Z = 20, nuclear radius = 4.5 fm
Ca: zeta = 0.145947, gamma = 0.989292, N = 1.994639
Ca: point L1/K = 0.127373, L2/L1 = 0.004041
Ca: finite bare L1/K = 0.127372, L2/L1 = 0.004048
Ca: screened g_1s(0) = 187.1957 a0^(-3/2)
Ca: screened g_2s(0) = 54.4144 a0^(-3/2)
Ca: screened |f_2p1/2(0)| = 2.9691 a0^(-3/2)
Ca: screened L1/K = 0.08450, L2/L1 = 0.00298
Ca: screened L1/K divided by 1/8 = 0.6760
Ca: nonrelativistic screened L1/K = 0.08298
Ca: Gaussian-basis nonrelativistic L1/K = 0.08298
Ca: 3/2 exchange L1/K = 0.08623, L2/L1 = 0.00306
Ca: K, L1, L2 orbital binding = 3.935, 0.411, 0.335 keV
Ca: neutrino factors L1/K, L2/L1 = 1.00709, 1.00015
Ca: corrected L1/K, L2/L1 = 0.08510, 0.00298
Hg: spline relative energy deviation = 9.5e-08
Hg: squared-amplitude deviation, smooth splines = 1.5e-05, repeated knots = 1.0e-05
Hg: tenfold smaller nucleus L2/L1, integrated = 0.079472, smooth splines = 0.079726, repeated knots = 0.079472
Hg: Z = 80, nuclear radius = 7.0 fm
Hg: zeta = 0.583788, gamma = 0.811906, N = 1.903631
Hg: point L1/K = 0.171110, L2/L1 = 0.079326
Hg: finite bare L1/K = 0.170671, L2/L1 = 0.080834
Hg: screened g_1s(0) = 3460.7894 a0^(-3/2)
Hg: screened g_2s(0) = 1345.8724 a0^(-3/2)
Hg: screened |f_2p1/2(0)| = 368.4121 a0^(-3/2)
Hg: screened L1/K = 0.15124, L2/L1 = 0.07493
Hg: screened L1/K divided by 1/8 = 1.2099
Hg: nonrelativistic screened L1/K = 0.11079
Hg: 3/2 exchange L1/K = 0.15182, L2/L1 = 0.07548
Hg: K, L1, L2 orbital binding = 82.928, 14.686, 14.100 keV
Hg: neutrino factors L1/K, L2/L1 = 1.15436, 1.00119
Hg: corrected L1/K, L2/L1 = 0.17458, 0.07502
```
